# Two derivations of the zero-temperature Ambegaokar–Baratoff relation for identical electrodes

For a weak tunnel junction between two identical BCS superconductors at zero temperature, the critical current \(I_c\) and the normal-state resistance \(R_N\) satisfy

\[
I_cR_N=\frac{\pi\Delta}{2e}.
\]

Here \(\Delta\) is the gap and \(e>0\) the elementary charge. \(I_c\) is the maximum equilibrium supercurrent, which is not the current at which a measured junction happens to switch. The barrier fixes \(I_c\) and \(1/R_N\) separately, but cancels from their product.

Both derivations use mean-field s-wave electrodes, a barrier that is nonmagnetic and time-reversal symmetric, and a classical phase difference \(\varphi=\varphi_L-\varphi_R\). The junction is small and uniform, without magnetic flux.

## First derivation: energy of second order in tunnelling

**The amplitudes.** Let \(c\) and \(d\) annihilate electrons on the left and right. The barrier contributes

\[
H_T=\sum_{kq\sigma}\left(T_{kq}c^\dagger_{k\sigma}d_{q\sigma}+\text{h.c.}\right),\qquad T_{-k,-q}=T^*_{kq},
\]

where the second relation expresses time reversal. With \(\xi_k\) measured from the Fermi level and \(E_k=\sqrt{\xi_k^2+\Delta^2}\), the left quasiparticle operators \(\gamma\) are defined by

\[
c_{k\uparrow}=u_k\gamma_{k\uparrow}+v_ke^{i\varphi_L}\gamma^\dagger_{-k\downarrow},\qquad
c_{-k\downarrow}=u_k\gamma_{-k\downarrow}-v_ke^{i\varphi_L}\gamma^\dagger_{k\uparrow},
\]

\[
u_k^2=\tfrac12(1+\xi_k/E_k),\quad v_k^2=\tfrac12(1-\xi_k/E_k),\quad u_kv_k=\frac{\Delta}{2E_k}.
\]

The right side has operators \(\eta\) and phase \(\varphi_R\). The ground state \(|0\rangle\) contains no quasiparticles.

Two terms of \(H_T\) lead to the same excited state. The first moves an up electron to the left:

\[
T_{kq}c^\dagger_{k\uparrow}d_{q\uparrow}|0\rangle
=T_{kq}u_kv_qe^{i\varphi_R}\gamma^\dagger_{k\uparrow}\eta^\dagger_{-q\downarrow}|0\rangle.
\]

The second moves a down electron to the right. Its coefficient is \(T^*_{-k,-q}=T_{kq}\), so

\[
T_{kq}d^\dagger_{-q\downarrow}c_{-k\downarrow}|0\rangle
=-T_{kq}u_qv_ke^{i\varphi_L}\eta^\dagger_{-q\downarrow}\gamma^\dagger_{k\uparrow}|0\rangle
=+T_{kq}u_qv_ke^{i\varphi_L}\gamma^\dagger_{k\uparrow}\eta^\dagger_{-q\downarrow}|0\rangle.
\]

Exchanging the two fermion operators removes the minus sign. The amplitudes add, and the squared modulus of their sum is

\[
|T_{kq}|^2\left[u_k^2v_q^2+v_k^2u_q^2+2u_kv_ku_qv_q\cos\varphi\right].
\]

The state with both spins reversed has the same weight, which gives a factor 2.

**The energy.** The intermediate state costs \(E_k+E_q\). Second-order perturbation theory therefore gives the phase-dependent part

\[
-2\sum_{kq}|T_{kq}|^2\frac{2(\Delta/2E_k)(\Delta/2E_q)}{E_k+E_q}\cos\varphi=-E_J\cos\varphi,
\]

\[
E_J=\sum_{kq}|T_{kq}|^2\frac{\Delta^2}{E_kE_q(E_k+E_q)}.
\]

The remaining terms shift the energy without depending on phase.

**The current.** Write \(c=\tilde c\,e^{i\varphi_L/2}\) and \(d=\tilde d\,e^{i\varphi_R/2}\). The phases leave the electrodes and appear in the link as \(c^\dagger d=e^{-i\varphi/2}\tilde c^\dagger\tilde d\). Hence

\[
\frac{\partial H}{\partial\varphi}=-\frac i2\sum_{kq\sigma}\left(T_{kq}c^\dagger_{k\sigma}d_{q\sigma}-\text{h.c.}\right).
\]

The rate at which tunnelling adds electrons to the left is

\[
\dot N_L=\frac i\hbar[H_T,N_L]
=-\frac i\hbar\sum_{kq\sigma}\left(T_{kq}c^\dagger_{k\sigma}d_{q\sigma}-\text{h.c.}\right)
=\frac2\hbar\frac{\partial H}{\partial\varphi}.
\]

In the ground state \(\langle\partial H/\partial\varphi\rangle=dE/d\varphi\). Electrons entering the left carry conventional current from left to right, so in that direction

\[
I=\frac{2e}{\hbar}\frac{dE}{d\varphi}=I_c\sin\varphi,\qquad I_c=\frac{2eE_J}{\hbar}.
\]

These steps were tested by diagonalizing two superconducting chains of 100 sites each, with gap 0.2 and link hopping 0.02 in units of the chain hopping. The sum gives \(E_J=5.252\times10^{-5}\), and diagonalization gives \(5.251\times10^{-5}\). The link current at \(\varphi=\pi/2\) also agrees with \((2/\hbar)dE/d\varphi\).

**The integral.** Assume that the mean squared element \(|T|^2\) and the density of states per spin \(N\) are constant over energies of many \(\Delta\). The sums become integrals. Set \(\xi=\Delta\sinh x\) and \(\xi'=\Delta\sinh y\), so that \(d\xi/E=dx\):

\[
E_J=N^2|T|^2\Delta\int_{-\infty}^{\infty}\!\!\int_{-\infty}^{\infty}\frac{dx\,dy}{\cosh x+\cosh y}.
\]

Now put \(x=s+r\) and \(y=s-r\). The area element is \(2\,ds\,dr\), and the denominator is \(2\cosh s\cosh r\). The factors of 2 cancel:

\[
\int\frac{ds}{\cosh s}\int\frac{dr}{\cosh r}=\pi^2,\qquad E_J=\pi^2N^2|T|^2\Delta.
\]

Each integral is \([2\arctan e^s]_{-\infty}^{\infty}=\pi\).

**The resistance.** In the normal state a small voltage \(V\) opens an energy window \(eV\). The golden rule, with two spins, gives

\[
I=e\,\frac{2\pi}{\hbar}\,2N^2|T|^2eV,\qquad \frac1{R_N}=\frac{4\pi e^2N^2|T|^2}{\hbar}.
\]

Thus \(N^2|T|^2=\hbar/(4\pi e^2R_N)\), and

\[
E_J=\frac{\pi\hbar\Delta}{4e^2R_N},\qquad I_c=\frac{2e}{\hbar}E_J=\frac{\pi\Delta}{2eR_N}.
\]

## Second derivation: transmission channels

**One channel in the normal state.** Now describe the junction by independent channels. Each is a pair of semi-infinite chains with hopping \(-t\), joined by hopping \(-w\), at half filling. Let \(a=w/t\). At the Fermi energy the wave is \(i^n+r\,i^{-n}\) for \(n\le0\) and \(d\,i^n\) for \(n\ge1\), where \(r\) and \(d\) are now amplitudes. The equations at sites 0 and 1 are

\[
r+ad=1,\qquad d=a(1+r).
\]

They give \(d=2a/(1+a^2)\), and the transmission is

\[
D=|d|^2=\frac{4a^2}{(1+a^2)^2}.
\]

For each spin, the states in the window \(eV\) bring an incident current \(e(eV)/h\), because velocity and density of states cancel in one dimension. A fraction \(D\) passes, so

\[
\frac1{R_N}=\frac{2e^2}{h}\sum_jD_j=\frac{e^2}{\pi\hbar}\sum_jD_j .
\]

**The superconducting ends.** Use the basis \((c_\uparrow,c_\downarrow^\dagger)\), with Pauli matrix \(\sigma_3\). Each electrode has \(h=\xi\sigma_3+A\), where

\[
A=-\Delta\begin{pmatrix}0&e^{i\varphi_{L,R}}\\e^{-i\varphi_{L,R}}&0\end{pmatrix},\qquad A^2=\Delta^2.
\]

The density of states per spin on the end site is \(1/(\pi t)\). Indeed, a chain of \(M\) sites has end weight \(2/(M+1)\) and level spacing \(2\pi t/(M+1)\) at the band centre. For \(\Delta\ll t\) treat this density as constant. With \(s=\sqrt{\omega^2+\Delta^2}\), the end Green function is

\[
g(i\omega)=-\frac1{\pi t}\int d\xi\,\frac{i\omega+\xi\sigma_3+A}{s^2+\xi^2}=-\frac{i\omega+A}{ts}.
\]

The term odd in \(\xi\) vanishes.

**The energy as a determinant.** The mean-field ground energy is \(-\frac12\sum_n|E_n|\) plus a phase-independent constant, where \(E_n\) are the eigenvalues of the coupled matrix \(h\). For positive \(p,p_0\),

\[
\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\ln\frac{\omega^2+p^2}{\omega^2+p_0^2}=p-p_0,
\]

since the derivative with respect to \(p\) is 1. Consequently

\[
E(\varphi)=-\int\frac{d\omega}{2\pi}\ln|\det(i\omega-h)|+\text{const}.
\]

Eliminating one electrode from the block determinant leaves two phase-independent electrode factors and \(\det M\), with

\[
M=1-Vg_RVg_L,\qquad V=-w\sigma_3.
\]

Because \(\sigma_3A\sigma_3=-A\),

\[
M=1-\frac{a^2}{s^2}(i\omega-A_R)(i\omega+A_L)
=1+\frac{a^2}{s^2}\left[\omega^2+A_RA_L-i\omega(A_L-A_R)\right].
\]

The product \(A_RA_L\) is diagonal, with entries \(\Delta^2e^{\mp i\varphi}\). Let \(S=\sin^2(\varphi/2)\). The diagonal entries of \(M\) are complex conjugates, and their product is

\[
\left|1+a^2-\frac{a^2\Delta^2(1-e^{i\varphi})}{s^2}\right|^2
=(1+a^2)^2-\frac{4a^2(1+a^2)\Delta^2S}{s^2}+\frac{4a^4\Delta^4S}{s^4}.
\]

Subtracting the product of the off-diagonal entries adds \(4a^4\omega^2\Delta^2S/s^4\). Since \(\omega^2+\Delta^2=s^2\), the terms in \(a^4S\) cancel:

\[
\det M=(1+a^2)^2-\frac{4a^2\Delta^2S}{s^2}
=(1+a^2)^2\,\frac{\omega^2+\Delta^2(1-DS)}{\omega^2+\Delta^2}.
\]

The frequency integral then gives

\[
E(\varphi)-E(0)=\Delta-\Delta\sqrt{1-D\sin^2(\varphi/2)} .
\]

**The weak-barrier limit.** Differentiate and sum over channels:

\[
I=\frac{e\Delta}{2\hbar}\sum_j\frac{D_j\sin\varphi}{\sqrt{1-D_j\sin^2(\varphi/2)}}
\;\longrightarrow\;\frac{e\Delta}{2\hbar}\sin\varphi\sum_jD_j .
\]

The limit holds when channels whose \(D_j\) is not small contribute a negligible share of \(\sum_jD_j\); it is enough that every \(D_j\ll1\). Inserting \(\sum_jD_j=\pi\hbar/(e^2R_N)\) again gives \(I_c=\pi\Delta/(2eR_N)\).

**When the barrier is not weak.** For one channel, or many with equal \(D\), the maximum follows from \(\sin^2\varphi=4S(1-S)\). The quantity \(S(1-S)/(1-DS)\) is stationary when \(1-2S+DS^2=0\), so \(S=(1-\sqrt{1-D})/D\). Substitution gives

\[
I_cR_N=\frac{\pi\Delta}{e}\,\frac{1-\sqrt{1-D}}{D}
=\frac{\pi\Delta}{2e}\left(1+\frac D4+\cdots\right).
\]

At \(D=0.64\) the product is 25% above the tunnelling value. Direct evaluation of the determinant confirmed this, and gave an excess of 0.00250 at \(D=0.00995\), where \(D/4=0.00249\).

**Finite temperature.** The energy becomes a free energy, and \(\int d\omega/2\pi\) becomes \(k_BT\sum_n\) with \(\omega_n=(2n+1)\pi k_BT\). For small \(D\), the phase-dependent part is proportional to

\[
k_BT\sum_n\frac{\Delta^2}{\omega_n^2+\Delta^2}=\frac\Delta2\tanh\frac{\Delta}{2k_BT},
\]

by the pole expansion of the hyperbolic tangent. Thus \(I_cR_N\) is multiplied by \(\tanh(\Delta/2k_BT)\), with \(\Delta\) taken at that temperature.

## What each derivation assumes

The first derivation needs weak tunnelling from the start. It does not require a division into channels: the matrix elements may connect many states, provided that their mean square varies little with energy. The same average must enter \(E_J\) and \(R_N\), which is why it cancels.

The second needs coherent, independent channels and a junction without internal length. In return it retains finite transmission within that model, and shows how the tunnelling result fails as \(D\) grows. The two conductances agree at small \(a\): for one channel \(N^2|T|^2\) becomes \(w^2/(\pi t)^2=a^2/\pi^2\), and the golden rule gives \(4a^2e^2/(\pi\hbar)\), the leading part of \(De^2/(\pi\hbar)\).

Both assume a flat density of states and a constant gap over a wide range. Suppose instead that pairing stops sharply at \(|\xi|=\omega_D\), an energy. The integration range becomes \(|x|,|y|<X\), with \(e^X\simeq2\omega_D/\Delta\). Differentiating the double integral \(J(X)\) at its four edges gives, for large \(X\),

\[
J'(X)\simeq16e^{-X}\int_0^X\frac{dy}{1+e^{y-X}}\simeq16e^{-X}(X-\ln2).
\]

Integrating from \(X\) to infinity and dividing by \(\pi^2\) gives the fractional loss

\[
\frac{16e^{-X}(X+1-\ln2)}{\pi^2}
\simeq\frac{8\Delta}{\pi^2\omega_D}\left(\ln\frac{\omega_D}{\Delta}+1\right).
\]

The logarithm makes this loss fall more slowly than \(\Delta/\omega_D\) itself. The finite-band chains, which have a different high-energy form, also approach the ideal law as the gap shrinks: \(I_cR_N\) is about 0.89, 0.96 and 0.99 of \(\pi\Delta/2e\) for \(\Delta/t=0.04\), 0.01 and 0.0025.

## A junction in laboratory units

Take \(\Delta=0.20\) meV, area \(4.0\ \mu\mathrm m^2\) and specific resistance \(1000\ \Omega\,\mu\mathrm m^2\). Then

\[
R_N=\frac{1000}{4.0}=250\ \Omega,\qquad
I_cR_N=\frac\pi2(0.20\ \mathrm{mV})=0.314\ \mathrm{mV},
\]

\[
I_c=\frac{0.3142\ \mathrm{mV}}{250\ \Omega}=1.26\ \mu\mathrm A,
\qquad E_J=\frac{\hbar I_c}{2e}=2.58\ \mathrm{meV}.
\]

The current density is \(31\ \mathrm{A/cm^2}\). The product is \(\pi/4\) of the gap voltage \(2\Delta/e=0.40\) mV. Here \(N^2|T|^2=1.31\), which need not be small because it sums over the whole area. The weak-barrier condition concerns the transmissions of the individual channels, not their sum. A Fermi wavenumber \(k_F=17\ \mathrm{nm}^{-1}\) gives \(k_F^2/4\pi\) channels per area, or \(9.2\times10^7\) in all, and a mean \(D\) of \(5.6\times10^{-7}\).

**Phase motion.** Take a capacitance of \(50\ \mathrm{fF}/\mu\mathrm m^2\), so \(C=200\) fF and \(E_C=e^2/2C=0.40\ \mu\mathrm{eV}\). With \(n\) transferred pairs the charging energy is \(4E_Cn^2\), where \(n=-i\,\partial/\partial\varphi\). Near \(\varphi=0\) this and \(E_J\varphi^2/2\) form an oscillator with quantum \(\sqrt{8E_CE_J}=91\ \mu\mathrm{eV}\) and variance

\[
\langle\varphi^2\rangle=\sqrt{2E_C/E_J}=0.0176\ \mathrm{rad}^2 .
\]

At zero bias, \(\langle\cos\varphi\rangle\) is 0.88% below 1. The quantum is 0.23 of \(2\Delta\), so treating the electrodes as following the phase instantaneously is an approximation whose error is not computed here.

**Switching.** At bias \(I\), the phase sits in a well of

\[
U=-E_J\left(\cos\varphi+\frac{I}{I_c}\varphi\right).
\]

It can tunnel out before \(I\) reaches \(I_c\). The charging term sets the inertia, and the semiclassical exponent between the well bottom \(\varphi_0\) and the exit point \(\varphi_1\) is

\[
B=\int_{\varphi_0}^{\varphi_1}\sqrt{\frac{U(\varphi)-U(\varphi_0)}{E_C}}\,d\varphi .
\]

Take the escape rate as the well's oscillation frequency times \(e^{-B}\), without damping or a fluctuation prefactor. One expected escape in 1 ms then occurs roughly 9% below \(I_c\), near \(1.1\ \mu\mathrm A\), where \(B=16.5\). The barrier there is just 2.3 oscillation quanta high, so this is a rough estimate. The omitted prefactor raises the escape rate: solving the Schrödinger equation for the decaying state in the same undamped well puts this point about 11% below \(I_c\). Just below the barrier top, the tunnelling probability rises with the energy \(E\) as \(e^{-2\pi(U_b-E)/\hbar\omega}\). Here \(U_b\) is the energy of the top and \(\omega\) the angular frequency of oscillation in the well; it applies at the top because the curvature of \(U\) there has the same magnitude as at the well bottom. Comparison with the Boltzmann factor gives a crossover at \(\hbar\omega/2\pi k_B\), about 0.11 K. At 20 mK, escape is therefore mainly by tunnelling in this model.

**Comparison with a real device.** These round values lie roughly in the regime of a low-current-density aluminium junction with an oxide barrier, cooled to 20 mK. At that temperature the thermal factor differs negligibly from 1. Real barriers are not uniform. If 1% of the channels carried all the current equally, their \(D\) would be \(5.6\times10^{-5}\), and \(I_cR_N\) would still rise by just \(1.4\times10^{-5}\) of itself. Pinholes are a different case: since \(\sum_jD_j\approx52\), a single channel with \(D=0.9\) would carry 1.7% of the conductance and raise \(I_cR_N\) by about 0.6%. A sharp pairing cutoff at 35 meV, a rough phonon energy, would lower \(I_c\) by 2.9%; real pairing has no such edge, so this indicates a scale, not a correction to apply. Of the effects sized here, early switching is the largest. A gap inferred from \(2eI_cR_N/\pi\) would be about 9% low, or 11% with the prefactor included, if this switching current were taken for \(I_c\), with \(R_N\) held fixed. These figures belong to the undamped well. Leads presenting 50 to 100 Ω at the oscillation frequency give \(\omega RC\) of order 1 to 2; such damping suppresses tunnelling, reducing the 9% estimate to roughly 5 to 6% and the crossover to roughly 0.05 to 0.07 K, so the actual shortfall depends on the measuring circuit. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
TESTS (lattice units: hopping = e = hbar = 1)
chain sites per side 100, gap 0.2, link hopping 0.02
E_J, second-order sum: 5.251750e-05 hopping
E_J, diagonalization: 5.250657e-05 hopping
link current at phi=pi/2: 1.050131e-04 hopping/hbar
2 dE/dphi at phi=pi/2: 1.050114e-04 hopping/hbar
double integral: 9.869604; pi^2: 9.869604
conductance, golden rule: 5.092962e-04 e^2/hbar
conductance, wave matching: 5.088886e-04 e^2/hbar
I_c R_N/(pi gap/2e), gap/hopping 0.04: 0.8912
I_c R_N/(pi gap/2e), gap/hopping 0.01: 0.9646
I_c R_N/(pi gap/2e), gap/hopping 0.0025: 0.9895
transmission 0.6400: relative I_c R_N excess 0.2500
transmission 0.00995: relative excess 0.002500
one quarter of that transmission: 0.002488
E_J(T)/E_J(0) at kT = 0.3 gap, sum: 0.9306
same, tanh formula: 0.9311
DEVICE INPUTS (rough, round)
gap: 0.20 meV; area: 4.0 um^2
specific resistance: 1000 ohm um^2
specific capacitance: 50 fF/um^2
temperature: 20 mK
pairing cutoff: 35 meV; k_F: 17 1/nm
DEVICE RESULTS
normal resistance: 250.0 ohm
N^2|T|^2: 1.3077 (dimensionless)
Josephson energy: 2.5813 meV
critical current: 1.2566 uA
critical current density: 31.42 A/cm^2
I_c R_N: 0.3142 mV
gap voltage 2 Delta/e: 0.40 mV
NEGLECTED EFFECTS
channels: 9.20e+07; mean transmission: 5.61e-07
relative transparency correction: 1.40e-07
kT: 0.00172 meV; relative thermal loss: 8.0e-51
sharp-cutoff loss of I_c: 2.86 %
capacitance: 200 fF; e^2/2C: 0.4005 ueV
plasma quantum: 90.95 ueV
plasma quantum/(2 Delta): 0.227
zero-point phase variance: 0.01762 rad^2
zero-point loss of <cos phi>: 0.88 %
waiting time for escape: 1.0 ms
early switching below I_c: 9.1 %
estimated switching current: 1.142 uA
tunnelling exponent there: 16.47
barrier/plasma quantum there: 2.29
thermal-quantum crossover there: 108 mK
```
